Hall Viscosity and the Hall Coefficient of a Viscous Electron Channel

**Problem.** A two-dimensional gas of carriers with charge q, mass m and density n flows along x between walls at y = −w/2 and y = w/2. A magnetic field B points along z. The carriers are degenerate, with an isotropic Fermi surface and Fermi speed v. They collide mainly with one another, so collisions conserve momentum. The velocity u(y) vanishes at both walls. The path l = vτ, where τ is the relaxation time of the second angular harmonic of the distribution, is much shorter than w. By what fraction does the Hall coefficient differ from 1/(nq) in a weak field?

The Hall voltage is V_H = ∫ 𝓔 dy across the channel, where 𝓔 is the transverse electrochemical field, that is, the electric field E_y minus the gradient of the chemical potential divided by q. The current is I = nqūw, with ū the mean velocity, and R_H = V_H/(IB).

**A tempting solution.** In a steady state the total transverse force on the fluid is zero. The magnetic force per unit area is −nqBu and the electrochemical force is nq𝓔. Viscous forces act between neighbouring layers of fluid, and by Newton's third law they cancel in the sum over all layers. Hence

∫ nq(𝓔 − Bu) dy = 0,

so V_H = Būw and R_H = 1/(nq). Viscosity of any kind appears to drop out.

**The fault.** The forces between layers do cancel, but the outermost layers also touch the walls. Let π(y) be the anisotropic part of the normal stress, the flux of y-momentum along y beyond the isotropic pressure. Force balance on a thin layer is

nq(𝓔 − Bu) = dπ/dy,

and its integral is

V_H = Būw + [π(w/2) − π(−w/2)]/(nq).  (1)

The tempting solution sets the bracket to zero. The same reasoning along x would say that viscosity cannot balance the driving force, although the drag of the walls does just that. What is needed is π at the walls.

**The kinetic equation.** Write the distribution as f₀(ε) + (−∂f₀/∂ε)χ(y,θ), where θ is the direction of the velocity. The magnetic force gives dv/dt = ω(v_y, −v_x) with ω = qB/m, so the velocity turns at the rate dθ/dt = −ω. To linear order in the drive,

v sinθ ∂χ/∂y − ω ∂χ/∂θ − qv(E_x cosθ + E_y sinθ) = C[χ].

Collisions C leave the zeroth and first harmonics alone, since these carry particle number and momentum, and relax the second at the rate 1/τ. Expand

χ = a₀ + mvu cosθ + s sin2θ + c cos2θ + third harmonics.

Here a₀ is the local change of chemical potential. The cosθ term is a Fermi circle shifted by the drift, because f₀(ε − p_x u) ≈ f₀ + (−∂f₀/∂ε)mvu cosθ. There is no sinθ term: particle conservation makes u_y independent of y, and the walls let nothing through.

**The stresses.** The drift term gives v sinθ · mvu′ cosθ = (mv²u′/2) sin2θ. The rotation term gives −ω ∂/∂θ(s sin2θ + c cos2θ) = −2ωs cos2θ + 2ωc sin2θ. Collecting harmonics,

sin2θ:  mv²u′/2 + 2ωc = −s/τ
cos2θ:  −2ωs = −c/τ.

The second line gives c = 2ωτs. Inserting it in the first gives s(1 + 4ω²τ²) = −mv²τu′/2, so

s = −(mv²τ/2)u′/(1 + 4ω²τ²),
c = −mωl²u′/(1 + 4ω²τ²).

Shear stretches the Fermi circle along a diagonal, and the field turns the stretched shape. Part of the shear stress thereby becomes normal stress, which is the Hall viscous effect.

Third harmonics could alter these equations only through their gradients. They are driven by s′ and c′, which are proportional to u″. For a parabolic profile u″ is constant, so the third harmonics are constant too, their gradients vanish, and no fourth harmonic is driven. The two equations therefore suffice in the bulk of the flow.

**Force balance.** Since sinθ sin2θ = (cosθ − cos3θ)/2, the cosθ part of the kinetic equation is s′/2 = qE_x. In a weak field, |ωτ| = l/r_c ≪ 1 with r_c = mv/(|q|B), this reads

νu″ = −qE_x/m,  ν = vl/4.

With no slip the solution is

u = (6ū/w²)(w²/4 − y²),  u′ = −12ūy/w²,  u″ = −12ū/w².

The factor 6 makes the mean equal to ū, because ∫(w²/4 − y²) dy = w³/4 − w³/12 = w³/6.

Since sinθ cos2θ = (sin3θ − sinθ)/2, and −ω ∂/∂θ turns mvu cosθ into ωmvu sinθ, the sinθ part is

v(a₀′ − c′/2) + ωmvu − qvE_y = 0.

With 𝓔 = E_y − a₀′/q this becomes q𝓔 = mωu − c′/2. Comparison with the force balance on a layer shows that π = −nc/2. In a weak field, therefore,

π = (nqB l²/2) u′,
𝓔 = B(u + l²u″/2).  (2)

**The answer.** At the upper wall u′ = −6ū/w, and at the lower wall u′ = +6ū/w. The wall stresses have opposite signs, so their difference does not vanish:

[π(w/2) − π(−w/2)]/(nq) = (Bl²/2)(−12ū/w) = −6Būl²/w.

Equation (1) then gives

V_H = Būw[1 − 6(l/w)²],
R_H = (1/nq)[1 − 6(l/w)²].

The fractional change has magnitude 6(l/w)² and is a reduction for either sign of q. It does not depend on B, because the magnetic force and the Hall viscous force are both linear in B.

By (2), Hall viscosity adds the same field, −6(l/w)²Bū, at every y. At mid-channel, where u = 3ū/2, this is a fraction 4(l/w)² of the local magnetic term. At the walls, where u = 0, it is all that remains, and the Hall field there is reversed.

**Stronger fields.** Keeping the denominator 1 + 4ω²τ² leaves the profile parabolic and gives

δ = −6(l/w)²/[1 + (2l/r_c)²]

for the fractional change δ. When r_c ≪ l this tends to −(3/2)(r_c/w)². Within classical no-slip hydrodynamics, the cyclotron radius then takes over from the collision path as the length that sets the effect.

**Weak friction.** Impurities and phonons remove momentum over a path l_mr = vτ_mr. Along x the balance becomes

νu″ − u/τ_mr = −qE_x/m.

There is no friction along y, because u_y = 0. With D² = ντ_mr = l l_mr/4, the no-slip solution is

u = u₀[1 − cosh(y/D)/cosh(w/2D)].

Let t = tanh(w/2D). Then ∫u dy = u₀(w − 2Dt), and u′ changes by −2u₀t/D from the lower wall to the upper. Putting both in (1) gives

δ = (l²/2)(−2t/D)/(w − 2Dt) = −(l²/D) t/(w − 2Dt).  (3)

For D ≫ w, t ≈ w/2D − (w/2D)³/3. The denominator becomes w³/(12D²) and the numerator l²w/(2D²), so δ returns to −6(l/w)². For D ≪ w, δ tends to −l²/(Dw). Since u″ now varies across the channel, (3) holds to leading order in l/D, provided the third harmonic relaxes about as fast as the second or faster.

**Numbers.** Take round parameters: n = 3.0×10¹¹ cm⁻², m = 0.070 electron masses, l = 0.50 µm, w = 5.0 µm, B = 1.0 mT and I = 1.0 µA. The charge has magnitude e, and the signs below are for positive carriers. With two spin states k_F = √(2πn), so v = ħk_F/m = 2.27×10⁵ m/s and r_c = 90 µm. Then (2l/r_c)² = 1.2×10⁻⁴, and the field is weak.

The viscosity is ν = vl/4 = 0.0284 m²/s. The mean velocity is ū = I/(new) = 416 m/s, and the driving field is E_x = 12mνū/(ew²) = 2.26 V/m. The fractional change is

δ = −6(0.50/5.0)² = −0.060.

The Hall coefficient falls from 1/(ne) = 2080 m²/C to 1960 m²/C, and the Hall voltage from 2.08 µV to 1.96 µV. The mean Hall field without Hall viscosity is Bū = 0.416 V/m, and the uniform offset is −0.025 V/m.

**Comparison with a real channel.** These values are roughly those of a high-mobility semiconductor quantum well near 20 K. The Fermi energy is 10.3 meV, and the order-of-magnitude estimate ħvE_F/(kT)² gives a collision path of about half a micrometre, so the chosen l has a reasonable size. Thermal smearing is measured by (kT/E_F)² = 0.028. A rough mobility μ = 2×10⁶ cm²/Vs gives l_mr = vmμ/e = 18 µm and D = 1.50 µm. Equation (3) then gives δ = −0.070 instead of −0.060. Here (l/D)² is about 0.11, so −0.070 can be off by about a tenth of its value even if the third harmonic relaxes as fast as the second. In a degenerate two-dimensional gas, odd harmonics can relax more slowly. A longer path l₃ of the third harmonic brings corrections of order (l₃/D)², and (3) is no longer reliable once l₃ approaches D.

The no-slip condition matters far more than the step from −0.060 to −0.070. Within about l of a wall, the distribution is not the bulk one used to find π. The wall stress in (1) can therefore differ from its hydrodynamic value by an amount of the same order, (l/w)².

To size this, the kinetic equation was solved numerically on a grid in y and θ, without friction and with every harmonic above the first relaxing at the rate 1/τ. The walls were diffuse: each emits carriers equally in all directions, at a potential that makes its net current zero. The Hall voltage was taken between these two wall potentials, as ideal wall contacts would read it. This contact voltage is not the same as ∫ 𝓔 dy, because the potential at which a wall emits differs from the electrochemical potential of the gas just inside it.

For the l/w and w/r_c of the example, the fractional change is −0.0056 on a uniform grid of 80 angles and 300 cells, about a tenth of the no-slip result. The last digit is not converged: going from 48 angles and 160 cells to this grid moved it by 1.4×10⁻⁴, and with grazing angles and wall layers fully resolved the weak-field value is −0.0054. Divided by (l/w)², the change is between −0.5 and −0.6 here and between −0.7 and −0.8 at l/w = 0.05 (with w/r_c = 0.001), not −6. At mid-channel for l/w = 0.05, however, the same solution reproduces the term l²u″/2 in (2) to about two parts in 10⁴.

The bulk Hall viscous field is thus present in the kinetic solution, but the wall regions remove most of its effect on this contact voltage. At l/w = 0.1, slip of the flow alone would change the coefficient of (l/w)² only from −6 to about −4.3. The integral ∫ 𝓔 dy through the wall layers gives about −2.6 to −2.7, and the jump of potential at the walls brings the contact value to about −0.5. The tempting answer of no change happens to lie close to the contact value, though not to ∫ 𝓔 dy, and its argument, which ignores wall stress, does not explain why.

The coefficient 6 therefore belongs to hydrodynamics with no slip, continued up to the walls. It should not be used to extract l from the voltage between contacts on diffuse walls. In this model the potential difference between two interior points placed symmetrically about the centre line, 3l from the walls, follows (2) with the Hall viscous part correct to about 3 per cent for l/w from 0.01 to 0.1. The local field at 3l from a wall is less accurate: its Hall viscous part falls short of (2) by about 7 per cent at l/w = 0.1, 12 per cent at 0.05 and one half at 0.01. To find l from it, one must also know the velocity profile, because the term Bu is much larger than the Hall viscous term.

All numerical values are calculated from the stated model.
